# Why Silicon Donors Raman-Scatter from 1s(A1) to 1s(E), Not 1s(T2)

## The assignment problem

A shallow donor in silicon has its 1s level split into a singlet A1, a triplet T2 and a doublet E. The last two can lie within about 1 meV of each other. Suppose that a Raman line appears at 12 meV. The tetrahedral point group $T_d$ of the donor site allows Raman transitions from A1 to both T2 and E, so symmetry does not assign the line unless the polarisations are analysed as well. A wrong assignment then spoils every coupling constant deduced from it.

In the effective-mass description the line belongs to E. The reason has two parts: light scatters the electron within each valley separately, and opposite valleys have identical Raman tensors. Both parts are derived below, together with the line strength and the conditions under which the rule can fail.

## Light scattering by one electron

The electron has charge $-e$ and free mass $m_0$. In the Coulomb gauge

$$H=\frac{(\mathbf p+e\mathbf A)^2}{2m_0}+V .$$

Spin-orbit coupling is neglected and, for now, so is the photon momentum. The incident and scattered photons have frequencies $\omega_i,\omega_s$, real polarisation vectors $\mathbf e_i,\mathbf e_s$ and field amplitudes $A_i,A_s$.

Two terms remove one incident photon and create one scattered photon. The term $e^2A^2/2m_0$ does so in first order; its two cross products cancel the factor 1/2 and give $(e^2A_iA_s/m_0)\,\mathbf e_s\cdot\mathbf e_i$. The term $(e/m_0)\mathbf p\cdot\mathbf A$ does so in second order, with absorption first or emission first. Taking out the common factor $e^2A_iA_s/m_0$ leaves the dimensionless amplitude $\sum_{ab}e_s^aR^{ab}e_i^b$. For a conduction electron at wave vector $\mathbf k$ in band $c$,

$$R^{ab}=\delta_{ab}+\frac1{m_0}\sum_{n\ne c}\left[\frac{p^a_{cn}p^b_{nc}}{E_c-E_n+\hbar\omega}+\frac{p^b_{cn}p^a_{nc}}{E_c-E_n-\hbar\omega}\right]. \tag{1}$$

Here $\omega_s\simeq\omega_i=\omega$, because the Raman shift is small against the photon energy and the band gaps. The term $n=c$ vanishes at a band minimum, where $p_{cc}=0$.

The sum includes filled valence states $b$, which the donor electron cannot enter. What happens instead is that a valence electron goes from $b$ to the final state $f$ by absorption, and the donor electron then drops from $i$ into $b$ by emission. Exchange of the two electrons gives a minus sign:

$$-\frac{\langle f|\mathbf p\cdot\mathbf e_i|b\rangle\langle b|\mathbf p\cdot\mathbf e_s|i\rangle}{\hbar\omega_i-E_f+E_b}
=\frac{\langle f|\mathbf p\cdot\mathbf e_i|b\rangle\langle b|\mathbf p\cdot\mathbf e_s|i\rangle}{E_f-\hbar\omega_i-E_b}.$$

Energy conservation, $E_f-\hbar\omega_i=E_i-\hbar\omega_s$, turns the denominator into $E_i-\hbar\omega_s-E_b$. This is the emission-first term of the one-electron sum. With the photons interchanged, the same argument returns the absorption-first term. The sum in (1) therefore runs over filled and empty bands alike.

## The tensor is the inverse mass

Move from the minimum by a small wave vector $\boldsymbol\kappa$. The Hamiltonian for the periodic part of the Bloch function gains $\hbar\boldsymbol\kappa\cdot\mathbf p/m_0+\hbar^2\kappa^2/2m_0$. To second order in $\boldsymbol\kappa$,

$$E_c(\boldsymbol\kappa)=E_c+\frac{\hbar^2\kappa^2}{2m_0}+\frac{\hbar^2}{m_0^2}\sum_{n\ne c}\frac{|\boldsymbol\kappa\cdot\mathbf p_{cn}|^2}{E_c-E_n}.$$

The effective mass is defined by $E_c(\boldsymbol\kappa)-E_c=\tfrac12\hbar^2\sum_{ab}\kappa_a(1/m^*)_{ab}\kappa_b$. Comparing coefficients, and making the tensor symmetric in $a,b$, gives

$$W^{ab}\equiv m_0\left(\frac1{m^*}\right)_{ab}=\delta_{ab}+\frac1{m_0}\sum_{n\ne c}\frac{p^a_{cn}p^b_{nc}+p^b_{cn}p^a_{nc}}{E_c-E_n}. \tag{2}$$

This is (1) with $\hbar\omega$ dropped from the denominators. The replacement $R^{ab}\to W^{ab}$ thus requires $\hbar\omega$ to be small against the gaps to the bands that $\mathbf p$ couples to the valley.

The identity was tested on a plane-wave crystal with lattice constant 0.543 nm and pseudopotential form factors $-0.22$, 0.05 and 0.07 Ry, round values in the regime of silicon. Its minimum lies at 0.851 of the distance from the zone centre to the boundary point X. Momentum matrix elements give $m_0/m_t=5.306$ and $m_0/m_l=1.115$ for the transverse and longitudinal directions; the curvature of the computed band gives 5.305 and 1.115. These values use 137 plane waves; a converged basis moves the valley to 0.852 and gives 5.307 and 1.114, shifts of up to 0.0015.

## From Bloch electron to donor

The donor state is $\psi=\sum_j\alpha_jF_j(\mathbf r)\phi_j(\mathbf r)$, where $\phi_j$ is the Bloch function at the minimum of valley $j$ and $F_j$ is a slowly varying normalised envelope. An interband virtual step changes $\phi_j$ into another band function at the same $\mathbf k_j$ and, to leading order, leaves the envelope unchanged. The intermediate states differ in envelope energy by amounts that are small against the electronvolt denominators. Their envelopes can therefore be summed by completeness, leaving the overlap of the initial and final envelopes. Taking this overlap as one for now,

$$\langle f|R|i\rangle=\sum_j(\alpha^f_j)^*\,R_j\,\alpha^i_j,\qquad R_j=\mathbf e_s\cdot W_j\cdot\mathbf e_i. \tag{3}$$

The operator is diagonal in the valley index. Ending in another valley would need a large crystal momentum, which the slowly varying potential does not supply. The central cell of the donor can supply it; those intervalley terms are dropped here and reconsidered below.

## Opposite valleys have the same tensor

Without spin, time reversal is complex conjugation, so $\phi_{n,-\mathbf k}=\phi^*_{n,\mathbf k}$ with equal energies. Since $\mathbf p=-i\hbar\nabla$ changes sign under conjugation,

$$\mathbf p_{nm}(-\mathbf k)=-\mathbf p_{nm}(\mathbf k)^*.$$

Two such factors occur in each term of (1), so the minus signs cancel. Hermiticity, $(p^a_{cn})^*=p^a_{nc}$, then turns $p^a_{cn}p^b_{nc}$ at $-\mathbf k$ into $p^b_{cn}p^a_{nc}$ at $\mathbf k$, over the same denominator. Hence

$$R^{ab}(-\mathbf k)=R^{ba}(\mathbf k). \tag{4}$$

In the static limit $R$ is symmetric by (2), and opposite valleys have equal tensors at once.

At finite photon energy, crystal symmetry completes the argument. The $+z$ valley is unchanged by the mirrors $x\leftrightarrow y$ and $x\leftrightarrow-y$. The first gives $R^{xy}=R^{yx}$ and $R^{xx}=R^{yy}$. Their product, a half-turn about $z$, removes all elements with one index $z$. The tensor is therefore symmetric, and (4) gives $R_{-z}=R_{+z}$.

The element $R^{xy}$ also vanishes. The fourfold rotation-reflection of $T_d$ takes $+z$ to $-z$ and reverses the sign of $xy$, so that $R^{xy}_{-z}=-R^{xy}_{+z}$. Together with equality this leaves zero. Each tensor is then diagonal in the cubic axes, and crystal inversion was not needed. In the test crystal at 1 eV, elements of opposite tensors differ by at most $1.4\times10^{-13}$, which is rounding error.

## The valley-orbit states

Choose the phases of the valley functions so that $T_d$ permutes them without extra signs. Some operation interchanges the two members of any given pair, so hermiticity makes each coupling real. There are two kinds: $-g$ between opposite valleys and $-f$ between valleys on different axes. The diagonal energy is $E_0$.

For A1 all six coefficients equal $1/\sqrt6$. Each valley feels four adjacent partners and one opposite partner:

$$E(\mathrm{A}_1)=E_0-4f-g.$$

For $|\mathrm T_{2z}\rangle=(|{+z}\rangle-|{-z}\rangle)/\sqrt2$ the adjacent couplings cancel and the opposite coupling enters with reversed sign:

$$E(\mathrm T_2)=E_0+g.$$

The doublet may be written as

$$|\mathrm E_1\rangle=\frac{2(|{+z}\rangle+|{-z}\rangle)-\sum_{x,y}|j\rangle}{\sqrt{12}},\qquad
|\mathrm E_2\rangle=\frac{|{+x}\rangle+|{-x}\rangle-|{+y}\rangle-|{-y}\rangle}{2}.$$

In $|\mathrm E_2\rangle$, a $+x$ valley is coupled to two $y$ valleys of opposite coefficient, which contributes $+2f$, and to its opposite partner, which contributes $-g$. The $z$ valleys are unoccupied. Thus

$$E(\mathrm E)=E_0+2f-g,$$

and $|\mathrm E_1\rangle$ has the same energy by symmetry. The splittings from A1 are $6f$ for E and $4f+2g$ for T2. A correctly assigned Raman line at the E splitting therefore measures $f$ alone.

## The selection rule and the allowed strength

Insert A1 and T2 into (3):

$$\langle \mathrm T_{2z}|R|\mathrm A_1\rangle=\frac1{\sqrt2}\frac1{\sqrt6}(R_{+z}-R_{-z})=\frac{R_{+z}-R_{-z}}{\sqrt{12}}=0. \tag{5}$$

The $x$ and $y$ members vanish likewise, for every polarisation. If the two amplitudes differed by $d$, the element would be $d/\sqrt{12}$; equality within the pair is what closes the channel.

For E, only equality within each pair holds; the three axes may differ. Let $\mathbf n_j$ be the axis of valley $j$ and define

$$D=\frac{m_0}{m_t}-\frac{m_0}{m_l},\quad X=e_s^xe_i^x,\quad Y=e_s^ye_i^y,\quad Z=e_s^ze_i^z.$$

Then

$$R_j=\frac{m_0}{m_t}\mathbf e_s\cdot\mathbf e_i-D(\mathbf e_s\cdot\mathbf n_j)(\mathbf e_i\cdot\mathbf n_j).$$

The first term is the same in all valleys and cannot connect A1 to an orthogonal state. The second gives

$$\langle \mathrm E_1|R|\mathrm A_1\rangle=-D\,\frac{4Z-2X-2Y}{\sqrt{72}}=-\frac{D}{3\sqrt2}(2Z-X-Y),$$

$$\langle \mathrm E_2|R|\mathrm A_1\rangle=-D\,\frac{2X-2Y}{\sqrt{24}}=-\frac{D}{\sqrt6}(X-Y).$$

Adding the squares, the coefficient of $Z^2$ is $4/18=2/9$; that of $X^2$ is $1/18+1/6=2/9$; that of $XY$ is $2/18-2/6=-2/9$; and that of $XZ$ is $-4/18=-2/9$. The terms in $Y$ follow in the same way. The strength summed over the doublet is

$$S_{\mathrm E}=\frac{2D^2}{9}\left(X^2+Y^2+Z^2-XY-YZ-ZX\right). \tag{6}$$

There is a second route. By completeness, the strength leaving A1 is $\langle \mathrm A_1|R^2|\mathrm A_1\rangle-\langle \mathrm A_1|R|\mathrm A_1\rangle^2$, the variance of $R_j$ over the valleys. Each of $-DX,-DY,-DZ$ occurs twice, so the variance is $D^2[(X^2+Y^2+Z^2)/3-(X+Y+Z)^2/9]$, which is (6). Raman scattering thus measures how unequally the valleys respond to light. For isotropic masses $D=0$ and, as long as the inverse mass may replace the Raman tensor, the E line also disappears.

## What symmetry does and does not forbid

An A1 to T2 transition needs an off-diagonal tensor component, for example $xy$ for $\mathrm T_{2z}$. Consider the static operator $R^{xy}$, which is Hermitian in the valley space. The group $T_d$ permits valley-diagonal elements $+c$ at $+z$ and $-c$ at $-z$, with $c$ real by hermiticity. Time reversal makes them equal, so $c=0$.

Intervalley elements escape this conclusion. Let $\beta$ be the $xy$ element between $+z$ and $+x$. The half-turn about $z$ and the mirror $x\leftrightarrow y$ give $+z$ the same element with all four adjacent valleys. The rotation-reflection gives $-z$ the elements $-\beta$. Time reversal requires the element between $-z$ and $-x$ to be $\beta^*$, so $\beta^*=-\beta$: the element is imaginary but need not vanish. These terms contribute $[4\beta-(-4\beta)]/\sqrt{12}=8\beta/\sqrt{12}$ to the T2 amplitude. The $xy$ element $\gamma$ between $+z$ and $-z$ can contribute too: the rotation-reflection interchanges the two valleys and reverses the sign of $xy$, so hermiticity gives $\gamma^*=-\gamma$, and the amplitude gains $(\gamma-\gamma^*)/\sqrt{12}=2\gamma/\sqrt{12}$.

A random Hermitian operator, averaged over the symmetry operations, shows the same division. In its arbitrary units, the valley-diagonal part of the A1–$\mathrm T_{2z}$ element is 0.197 under $T_d$ alone and zero to rounding once time reversal is added. With intervalley terms the full element is 0.420 under both symmetries. The selection rule is therefore a property of intravalley scattering, not a prohibition by the point group.

## Contrast: four valleys at L

Germanium has its conduction minima at the L points. There $\mathbf k$ and $-\mathbf k$ differ by a reciprocal lattice vector and are one valley, so the 1s level splits into A1 and T2 without an odd combination of opposite valleys.

Take valley axes $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$, and let $D_L$ be the inverse-mass anisotropy at L. For $\mathbf e_s\parallel x$ and $\mathbf e_i\parallel y$, the amplitudes $-D_Ln_xn_y$ are $-D_L/3,+D_L/3,+D_L/3,-D_L/3$. Their mean is zero and their variance is

$$S_{\mathrm T_2}=(D_L/3)^2 .$$

Now A1 to T2 is allowed by intravalley scattering. With both polarisations along $z$, every valley has $n_z^2=1/3$ and the strength is zero.

The L valleys of the same silicon-like test crystal, used here as a model and not as germanium, have $D_L=7.73$. The formula gives 6.63 for crossed polarisations; direct evaluation from matrix elements gives 6.64.

## Cross section

In a medium of volume $\mathcal V$ and constant refractive index $N$, one photon has $A_i^2=\hbar/(2\varepsilon_0N^2\omega_i\mathcal V)$, and similarly for $A_s$. The density of scattered photon states per solid angle is $\mathcal VN^3\omega_s^2/(8\pi^3\hbar c^3)$, and the incident flux is $c/(N\mathcal V)$. The golden rule gives

$$\frac{d\sigma}{d\Omega}=\frac{2\pi}{\hbar}\frac{e^4}{m_0^2}S\,\frac{\hbar^2}{4\varepsilon_0^2N^4\omega_i\omega_s\mathcal V^2}\,\frac{\mathcal VN^3\omega_s^2}{8\pi^3\hbar c^3}\,\frac{N\mathcal V}{c}=r_0^2\frac{\omega_s}{\omega_i}S, \tag{7}$$

where $r_0=e^2/(4\pi\varepsilon_0m_0c^2)$ is the classical electron radius. The powers of $N$ and $\mathcal V$ cancel. The solid angle is measured inside the crystal.

## A worked donor

Take $m_t=0.2m_0$, $m_l=0.9m_0$, $E_0=-35$ meV, $f=2$ meV and $g=1.5$ meV. The levels are

- A1: $-35-8-1.5=-44.5$ meV;
- T2: $-35+1.5=-33.5$ meV;
- E: $-35+4-1.5=-32.5$ meV.

The allowed shift is 12.0 meV, or 96.8 cm$^{-1}$. The absent T2 line would lie at 11.0 meV. Reading the observed line as T2 would equate $4f+2g$ with 12 meV instead of 11 meV.

The anisotropy is $D=1/0.2-1/0.9=3.889$. With both polarisations along [001], the bracket in (6) is one and $S_{\mathrm E}=(2/9)(3.889)^2=3.36$. Other pairs give:

- [110] with [110]: $X=Y=1/2$, bracket 1/4, strength 0.84;
- [110] with $[1\bar10]$: $X=-Y=1/2$, bracket 3/4, strength 2.52;
- [111] with [111]: $X=Y=Z$, strength zero;
- [100] with [010]: $X=Y=Z=0$, strength zero.

The last pair suits a search for intervalley scattering: the E line is absent there, while an $xy$ component could excite T2.

For 1 eV photons $\omega_s/\omega_i=0.988$, and

$$\frac{d\sigma}{d\Omega}=(2.818\times10^{-13}\ \mathrm{cm})^2(0.988)(3.36)=2.6\times10^{-25}\ \mathrm{cm^2/sr}.$$

With $10^{16}$ donors per cm$^3$, all in A1, the scattered fraction is $2.6\times10^{-9}$ per cm and steradian.

## Size of the neglected effects

**Photon energy.** In the test crystal, going from zero to 1 eV raises the transverse element from 5.31 to 5.63 and multiplies the E strength by 1.16. The direct gap at the valley is 3.84 eV. The next conduction band is only about 0.52 eV above the valley (0.53 eV with 137 plane waves). Momentum does not couple the two at the minimum, but it does nearby, and the envelope spreads over these wave vectors. Averaged over the envelope given below, at 1 eV this coupling alone would raise the E strength of the test crystal by about 5%. Other changes of the tensor across the envelope offset it, leaving a net change below 1%. The sign of that remainder depends on the damping assumed, because the gap to this band passes through 1 eV in the tail of the envelope. Close to a resonance the inverse mass is no longer a fair substitute for (1). Relation (4) survives even there, provided that damping is the same at $\mathbf k$ and $-\mathbf k$, because its proof conjugates only the matrix elements.

**Virtual states in the same valley.** The envelope Hamiltonian is $h=\sum_ap_a^2/2m_a+V$, with $V$ now the donor potential. For nearly equal initial and final envelopes, the two time orders add to the inverse mass $1/m_a$ the amount

$$\frac1{m_a^2}\sum_\nu\frac{2(E_\nu-E_i)|p^a_{\nu i}|^2}{(\hbar\omega)^2-(E_\nu-E_i)^2}\simeq\frac{\hbar^2\langle\partial_a^2V\rangle}{m_a^2(\hbar\omega)^2}.$$

The last step neglects $(E_\nu-E_i)^2$ and uses $2\sum_\nu(E_\nu-E_i)|p^a_{\nu i}|^2=\langle[p_a,[h,p_a]]\rangle=\hbar^2\langle\partial_a^2V\rangle$. A variational anisotropic envelope in a Coulomb potential with permittivity 11.7 has radii $a=2.34$ nm and $b=1.38$ nm, transverse and longitudinal. Relative to $1/m_a$, this estimate gives about 0.6% and 0.3%. Only the order of magnitude is meaningful, because the Coulomb singularity gives high-energy states an appreciable weight in the sum, and for them neglecting $(E_\nu-E_i)^2$ is rough. For an isotropic hydrogenic state bound by 30.6 meV the estimate gives 0.50% at 1 eV, while the real part of the exact sum is 0.34%. Opposite valleys share $h$ and hence the correction.

**Photon momentum.** For backscattering with $N=3.5$, the transfer is $q=0.0355$ nm$^{-1}$. Across the valley axis this multiplies the amplitude by $[1+(qa/2)^2]^{-2}=0.997$, equally in opposite valleys.

**Unequal envelopes.** The deeper A1 state is more compact. If radii scale as the inverse square root of binding energy, the A1–E overlap is 0.991 and the strength falls by 1.8%. Equation (5) is unaffected as long as the overlap is the same in opposite valleys.

**Temperature and density.** At 20 K, 0.69% of the bound electrons are outside A1. Those in T2 give no T2 to E line, since $R|\mathrm T_{2z}\rangle=R_{+z}|\mathrm T_{2z}\rangle$. At $10^{16}$ cm$^{-3}$ the density times $a^2b$ is $7.5\times10^{-5}$, so the donors are well separated.

**Intervalley terms.** These can violate the rule. The peak envelope density times the primitive-cell volume is 0.17%, and the integrated fraction lies between about 0.07% and 0.24%, depending on the cell chosen and on how compact A1 is. This small fraction does not fix the T2 amplitude, which also depends on how strongly the central cell mixes valleys and bands. Neither $\beta$ nor $\gamma$ is calculated here, so the size of the violation remains open.

## Beside real silicon

The levels are roughly those of phosphorus in silicon, and the masses are rounded. The test crystal's masses give $D=4.19$ in place of 3.89, which raises the strength by 16%. Combined with the photon-energy factor and the envelope overlap, this moves the estimated cross section to about $3.5\times10^{-25}$ cm$^2$/sr.

Heavily doped or warm samples break the assumption of isolated, neutral donors. At $10^{18}$ cm$^{-3}$ the density measure above grows a hundredfold, to $7.5\times10^{-3}$, and interactions between donors can broaden the levels. Near room temperature most donors in lightly doped silicon are ionised, and the line loses its scatterers. The cross section per neutral donor then no longer fixes the signal; the neutral fraction must be known as well. The complete numerical output follows.

## Numbers as computed

```
Test crystal: lattice constant = 0.543 nm, plane waves = 137
Form factors 3, 8, 11 = -0.22 0.05 0.07 Ry
Valley position k0 = 0.851 (2 pi/a)
Direct gap at the valley = 3.84 eV
m0/m_t: matrix elements 5.3057, curvature 5.3053
m0/m_l: matrix elements 1.1152, curvature 1.1152
Tensor at photon energy: transverse 5.6261, longitudinal 1.1173
Largest difference of opposite tensors = 1.4e-13
Largest A1-T2 strength, 20 random polarisations = 1.6e-27
E strength, finite/zero photon energy = 1.158
Random operator, A1-T2z element in xy:
  valley-diagonal, T_d only = 0.197
  valley-diagonal, T_d and time reversal = 5.5e-33
  with intervalley terms, T_d and time reversal = 0.420
Four L valleys: D_L = 7.726
  A1-T2 strength: crossed 6.637, parallel 3.0e-28
Donor inputs: m_t = 0.2 m0, m_l = 0.9 m0, permittivity = 11.7
  E0 = -35.0 meV, f = 2.0 meV, g = 1.5 meV
  photon = 1.0 eV, index = 3.5, T = 20.0 K
  donor density = 1e+16 cm^-3
Levels A1, T2, E = -44.5, -33.5, -32.5 meV
Raman shift A1-E = 12.0 meV = 96.8 cm^-1
Forbidden A1-T2 shift = 11.0 meV
Inverse-mass anisotropy D = 3.8889
Strength [001],[001]: E = 3.3608, T2 = 1.1e-27
Strength [100],[010]: E = 0.0000, T2 = 0.0e+00
Strength [110],[110]: E = 0.8402, T2 = 2.5e-28
Strength [110],[1-10]: E = 2.5206, T2 = 4.4e-28
Strength [111],[111]: E = 0.0000, T2 = 2.5e-31
Photon frequency ratio scattered/incident = 0.9880
Classical electron radius = 2.8179e-06 nm
Cross section [001],[001] = 2.637e-25 cm^2/sr
Scattering per length = 2.637e-09 cm^-1 sr^-1
Envelope: energy = -30.62 meV
  radii: transverse 2.341 nm, longitudinal 1.377 nm
Intraband correction: transverse 0.64 %, longitudinal 0.27 %
Photon momentum transfer = 0.0355 nm^-1, form factor = 0.9966
A1-E envelope overlap = 0.9908, squared = 0.9817
Thermal fraction outside A1 = 0.69 %
Density x envelope volume a^2 b = 7.5e-05
Envelope fraction in central cell = 0.17 %
```
